\section*{Why the Tauc plot is straight: two derivations and their assumptions}

\section{The decision: which ordinate to extrapolate}

Suppose that a calculation on an amorphous oxide has delivered the absorption coefficient $\alpha(\omega)$, and a band gap is to be read from it. One must choose a function of $\alpha$ and $\omega$ to plot, fit a straight line over some window, and extrapolate it to zero. The choice matters. In the model treated below, with a gap of $3.27$~eV, fitting $\sqrt{\alpha\omega}$ when the dipole matrix element, rather than the momentum matrix element, is constant moves the gap extracted from a window $0.5$ to $1.6$~eV above the edge by $0.2$~eV. The decision therefore rests on knowing what makes $\sqrt{\alpha\omega}$ linear.

Hartree atomic units are used, with $c$ the speed of light. The top of the valence band is the energy zero, the conduction band begins at $E_g$, and $W=\omega-E_g$ is the excess photon energy. The result to be derived is, for $W>0$,
\begin{equation}
n\,\alpha\,\omega=\frac{p^2\Omega\,(m_cm_v)^{3/2}}{2\pi c}\,(\omega-E_g)^2 .
\label{eq:result}
\end{equation}
Here $n$ is the refractive index, $m_c$ and $m_v$ are the band-edge masses, $\Omega$ is the volume per site, and $p^2$ is the mean square of the on-site interband momentum along the polarization. Thus $\sqrt{n\alpha\omega}$ is linear in $\omega$; the usual $\sqrt{\alpha\omega}$ is linear if, in addition, $n$ is constant over the window.

The model has independent electrons at zero temperature, a filled valence band and an empty conduction band. Excitons, phonons, local-field corrections and tail states are left out.

\section{From transitions to absorption}

Both derivations start from the same expression for $\varepsilon_2$, the imaginary part of the dielectric function. A field $E_0\cos\omega t$ corresponds to a vector potential $A$ with $A/c=-(E_0/\omega)\sin\omega t$. For an electron of charge $-1$ the kinetic energy $(\mathbf p+\mathbf A/c)^2/2$ contains the linear coupling $pA/c$, with $p$ the momentum along the field. The part of the sine that drives absorption has amplitude $E_0/(2\omega)$, so the golden rule gives the rate
\begin{equation}
2\pi\,\frac{E_0^2}{4\omega^2}\,|p_{cv}|^2\,\delta(E_c-E_v-\omega)
\end{equation}
for one pair of states. Multiply by $\omega$ for the energy absorbed, by $2$ for spin, divide by the volume $V$, and sum over pairs. The result must equal the mean dissipation $\tfrac12\sigma E_0^2$, where the conductivity is $\sigma=\omega\varepsilon_2/(4\pi)$:
\begin{equation}
\frac{\pi E_0^2}{\omega V}\sum_{cv}|p_{cv}|^2\delta(E_c-E_v-\omega)
=\frac{\omega\varepsilon_2E_0^2}{8\pi}.
\end{equation}
Solving for $\varepsilon_2$ and defining $S=\omega^2\varepsilon_2$,
\begin{equation}
S(\omega)=\frac{8\pi^2}{V}\sum_{cv}|p_{cv}|^2\,\delta(E_c-E_v-\omega).
\label{eq:S}
\end{equation}

For the optical part, a wave in the medium varies as $e^{i\omega(n+i\kappa)z/c}$, so its intensity decays with $\alpha=2\omega\kappa/c$. The imaginary part of $(n+i\kappa)^2=\varepsilon$ is $2n\kappa=\varepsilon_2$. Hence
\begin{equation}
\alpha=\frac{\omega\varepsilon_2}{nc},\qquad n\alpha\omega=\frac{S(\omega)}{c}.
\label{eq:alpha}
\end{equation}
The factor $\omega$ in the ordinate now has a meaning: apart from the factor $1/(nc)$, it turns $\alpha$ into $\omega^2\varepsilon_2$, the quantity from which the explicit photon-energy factors of momentum coupling have been removed. What remains is to show that $S\propto W^2$.

\section{First derivation: random states and a convolution}

Describe each state by its amplitudes on $N=V/\Omega$ sites, and let $P_i$ be the interband momentum on site $i$. Neglecting momentum elements between different sites,
\begin{equation}
p_{cv}=\sum_i c_i^*P_iv_i .
\label{eq:pcv}
\end{equation}
Let disorder spread each state evenly, $|c_i|^2=|v_i|^2=1/N$, and make the phase $\theta_i$ of $c_i^*v_i$ random and independent from site to site. Then
\begin{equation}
\langle|p_{cv}|^2\rangle
=\frac1{N^2}\sum_{ij}P_iP_j^*\,\langle e^{i(\theta_i-\theta_j)}\rangle
=\frac1{N^2}\sum_i|P_i|^2=\frac{p^2}{N}=\frac{p^2\Omega}{V},
\label{eq:random}
\end{equation}
because the phase average vanishes for $i\ne j$ and is one for $i=j$. It is enough that one of the two bands has random phases. Orthogonality of states within a band, which imposes weak correlations on the amplitudes, is neglected. Site-to-site random phases near a band edge are a strong assumption. With regular hopping such a state has zero mean hopping energy and lies mid-band, while edge states keep their phase over many sites. On a cubic lattice of 1000 sites with on-site disorder of width 3 to 12 times the hopping, $N\langle|p_{cv}|^2\rangle/p^2$ is 10 to 30 for the lowest 20 states of each band and falls to between 1.6 and 4.5 for states 60 to 150, so it is neither one nor constant; random signs of the hopping in one band bring it to order one. In this derivation $m_c$ and $m_v$ only label the prefactors of the densities of states.

Equation~\eqref{eq:random} is the meaning of a constant matrix element here: its mean square is the same for all pairs near the edges. It falls as $1/V$, while the number of pairs grows as $V^2$; with the prefactor $1/V$ in Eq.~\eqref{eq:S}, the response is independent of the sample size.

When many pairs lie in each small energy interval, $|p_{cv}|^2$ may be replaced by its mean. Each sum over states becomes $V\int g\,dE$, with $g$ the density of states per volume and per spin. The powers of volume cancel:
\begin{equation}
S(\omega)=8\pi^2p^2\Omega\,J(\omega),\qquad
J(\omega)=\int g_v(E)\,g_c(E+\omega)\,dE .
\label{eq:J}
\end{equation}

For a parabolic edge, the number of states per volume and spin within a distance $x$ of the edge is $k^3/(6\pi^2)$ with $k=\sqrt{2mx}$. Differentiation gives
\begin{equation}
g=\frac{d}{dx}\frac{(2mx)^{3/2}}{6\pi^2}=\frac{(2m)^{3/2}}{4\pi^2}\sqrt{x}.
\end{equation}
If the electron ends a distance $x$ above the conduction edge, energy conservation puts the hole $W-x$ below the valence edge. Therefore
\begin{equation}
J=\frac{8(m_cm_v)^{3/2}}{16\pi^4}\int_0^W\!\sqrt{x(W-x)}\,dx .
\end{equation}
Substitute $x=W\sin^2\phi$, so that $dx=2W\sin\phi\cos\phi\,d\phi$ and the root is $W\sin\phi\cos\phi$:
\begin{equation}
\int_0^W\!\sqrt{x(W-x)}\,dx
=2W^2\!\int_0^{\pi/2}\!\sin^2\phi\cos^2\phi\,d\phi
=\frac{W^2}{2}\int_0^{\pi/2}\!\sin^2 2\phi\,d\phi=\frac{\pi W^2}{8}.
\end{equation}
Collecting factors,
\begin{equation}
J=\frac{(m_cm_v)^{3/2}W^2}{16\pi^3},\qquad
S=\frac{p^2\Omega\,(m_cm_v)^{3/2}}{2\pi}\,W^2 ,
\label{eq:Sresult}
\end{equation}
and Eq.~\eqref{eq:alpha} gives Eq.~\eqref{eq:result}.

The square is a property of the pair of edges. If the densities vary as $x^a$ and $x^b$, setting $x=Wt$ takes a factor $W^{a+b+1}$ out of the convolution. The square-root plot is straight when $a+b=1$. Two edges with linear densities of states would give $W^3$ and would require a cube root.

\section{Second derivation: return amplitudes in time}

The same law follows without random wavefunctions. Let the states now be plane waves on the sites, with parabolic energies, and place the disorder in the local momentum elements: the $P_i$ have random signs or phases, as may result from varying local orientations, with
\begin{equation}
\langle P_iP_j^*\rangle=p^2\delta_{ij}.
\label{eq:PP}
\end{equation}

Write the delta function in Eq.~\eqref{eq:S} as $(2\pi)^{-1}\int dt\,e^{i(\omega-E_c+E_v)t}$ and insert Eq.~\eqref{eq:pcv}:
\begin{equation}
S=\frac{4\pi}{V}\int_{-\infty}^{\infty}\!dt\,e^{i\omega t}\sum_{ij}P_iP_j^*\,K^c_{ij}(t)K^v_{ij}(t),
\label{eq:time}
\end{equation}
\begin{equation}
K^c_{ij}=\sum_c c_i^*c_j\,e^{-iE_ct},\qquad
K^v_{ij}=\sum_v v_iv_j^*\,e^{iE_vt}.
\end{equation}
These are the amplitudes for an electron and a hole, created together on one site, to be found on another after time $t$. The average~\eqref{eq:PP} retains $i=j$: both must be back where they started.

Let $s=it+\eta$, with $\eta\to0^+$ to make the integrals converge. For plane waves a site separated by $\mathbf r$ gives the Gaussian integral
\begin{equation}
\Omega\int\!\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf r-sk^2/2m}
=\Omega\left(\frac{m}{2\pi s}\right)^{3/2}e^{-mr^2/2s}.
\label{eq:K}
\end{equation}
This is $K^v$ for $m=m_v$; $K^c$ has $m=m_c$ and an additional factor $e^{-iE_gt}$. At $r=0$ each return amplitude decays as $t^{-3/2}$. There are $V/\Omega$ sites, so
\begin{equation}
S=\frac{4\pi}{V}\,\frac{V}{\Omega}\,p^2\Omega^2\,
\frac{(m_cm_v)^{3/2}}{(2\pi)^3}\int_{-\infty}^{\infty}\!dt\,\frac{e^{iWt}}{s^3}.
\end{equation}
To evaluate the time integral, use
\begin{equation}
\frac1{s^{\nu}}=\frac1{\Gamma(\nu)}\int_0^\infty x^{\nu-1}e^{-sx}dx
\;\Rightarrow\;
\int_{-\infty}^{\infty}\!dt\,\frac{e^{iWt}}{s^\nu}=\frac{2\pi W^{\nu-1}}{\Gamma(\nu)}\quad(W>0),
\label{eq:gamma}
\end{equation}
where the $t$ integral of $e^{i(W-x)t}$ has produced $2\pi\delta(W-x)$. For $\nu=3$ the value is $\pi W^2$, and
\begin{equation}
S=4\pi p^2\Omega\,\frac{(m_cm_v)^{3/2}}{8\pi^3}\,\pi W^2
=\frac{p^2\Omega\,(m_cm_v)^{3/2}}{2\pi}W^2 ,
\end{equation}
in agreement with Eq.~\eqref{eq:Sresult}. The exponent two is now the sum of two decay exponents, $\tfrac32+\tfrac32$, less one.

\subsection*{The ordered limit and the crossover}

The same formula covers the crystal. If all $P_i$ equal $p$, every separation contributes. Replacing the sum over $j$ by $\int d^3r/\Omega$ and using Eq.~\eqref{eq:K},
\begin{equation}
\Omega\,\frac{(m_cm_v)^{3/2}}{(2\pi s)^3}\int d^3r\,e^{-(m_c+m_v)r^2/2s}
=\Omega\left(\frac{\mu}{2\pi s}\right)^{3/2},\qquad \mu=\frac{m_cm_v}{m_c+m_v}.
\end{equation}
Equation~\eqref{eq:gamma} with $\nu=\tfrac32$ and $\Gamma(\tfrac32)=\sqrt\pi/2$ then gives
\begin{equation}
S_{\rm vertical}=4\pi p^2\left(\frac{\mu}{2\pi}\right)^{3/2}\frac{4\pi\sqrt W}{\sqrt\pi}
=4\sqrt2\,p^2\mu^{3/2}\sqrt W .
\end{equation}
Wavevector conservation thus replaces $W^2$ by $W^{1/2}$, and $(\alpha\omega)^2$ becomes the linear ordinate at constant $n$.

Between these limits, let the local elements be correlated over a length $\xi$ much larger than the site spacing, $\langle P_iP_j^*\rangle=p^2e^{-r^2/2\xi^2}$. The integral over separations becomes
\begin{equation}
\frac1\Omega\int d^3r\,e^{-r^2/2\xi^2-(m_c+m_v)r^2/2s}
=\frac{(2\pi)^{3/2}}{\Omega}\left(\frac1{\xi^2}+\frac{m_c+m_v}{s}\right)^{-3/2}.
\end{equation}
The relevant $|s|$ is of order $1/W$. For $W\ll1/[(m_c+m_v)\xi^2]$ the first term dominates, and the square law survives with $\Omega$ replaced by $(2\pi)^{3/2}\xi^3$. Far above that energy the second term dominates and the vertical law returns. Complete loss of order is therefore not needed for a straight plot close to the edge, but the straight range shrinks as $\xi^{-2}$. It can be too short to use: for $m_c=0.5$, $m_v=1$ and $\xi=12$~bohr, $1/[(m_c+m_v)\xi^2]$ is $0.0046$ hartree, or $0.13$~eV, and the straight range lies well below that. A fit that begins half an electronvolt above the gap would miss it and return a wrong gap: over a window $0.5$ to $1.6$~eV above the edge the extrapolated value is about $2.2$~eV too low.

\section{What each derivation assumes}

The first derivation randomizes the states and permits a regular set of $P_i$. The second randomizes the $P_i$ and permits perfectly coherent states. In both, contributions from different sites add in intensity instead of amplitude. This is the shared content of the word ``uncorrelated''.

They also share a less visible assumption: the site weights of the two bands are independent. With uneven weights that are independent of $|P_i|^2$, the surviving terms are
\begin{equation}
\langle|p_{cv}|^2\rangle=p^2\sum_i\langle|c_i|^2|v_i|^2\rangle .
\end{equation}
If states near both edges gather on the same sites, this exceeds $p^2/N$; if they avoid each other, it is smaller. When the gathering changes with energy, the matrix element is no longer constant and the line in general bends, even if both densities of states remain parabolic.

The first route accepts any densities of states through Eq.~\eqref{eq:J}. The second needs propagators, but in return it gives the ordered limit and the crossover. Neither separates the factors in the slope: $p^2$, $\Omega$ and the masses enter as one product.

For a transparent conductor, the empty conduction band is a further condition. Suppose doping fills it up to $x_F$ above its edge, with rigid bands at zero temperature. The convolution then starts at $x_F$. With $\delta=W-x_F\ll x_F$ and $u=W-x$,
\begin{equation}
\int_{x_F}^{W}\!\sqrt{x(W-x)}\,dx=\int_0^\delta\!\sqrt{u(W-u)}\,du\simeq\tfrac23\sqrt{x_F}\,\delta^{3/2}.
\end{equation}
The onset moves to $E_g+x_F$ and its exponent changes to $\tfrac32$, so the square-root plot is no longer straight there. Two limits apply. For $10^{20}$ carriers per cm$^3$ and $m_c=0.5$, $x_F=0.16$~eV is only six times $kT$ at 300~K, and thermal smearing triples the absorption at $\delta=0.1\,x_F$, hiding the $\tfrac32$ law. Further above the onset the plot looks straight again, but it extrapolates to a value between $E_g$ and $E_g+x_F$: $E_g+0.08$~eV in this case, for a window $0.5$ to $1.6$~eV above $E_g$.

\section{A model spectrum and two wrong gaps}

Take round model parameters: $m_c=0.5$, $m_v=1$, $E_g=0.12$ hartree, $p=0.5$, $\Omega=200$~bohr$^3$ and $n=2$. At $\omega=0.16$ hartree, $W=0.04$ hartree and
\begin{equation}
J=\frac{0.3536\times0.0016}{16\pi^3}=1.140\times10^{-6},\qquad
\varepsilon_2=\frac{8\pi^2\times0.25\times200\,J}{0.0256}=0.176 .
\end{equation}
Equation~\eqref{eq:alpha} gives $\alpha=0.16\times0.1758/(2\times137.04)=1.03\times10^{-4}$~bohr$^{-1}$, or $1.94\times10^4$~cm$^{-1}$. At $0.14$, $0.16$ and $0.18$ hartree, $\sqrt{\alpha\omega}$ is $2.03$, $4.05$ and $6.08$ in units of $10^{-3}$ a.u. The equal steps give a slope of $0.1013$ a.u., and the line meets zero at $0.12$ hartree.

The square law was also tested without the convolution, by summing over pairs of discrete levels in a periodic box with random-phase states on 4096 sites. The strength $\int S\,dW$ up to $0.1$ hartree is $9.36\times10^{-4}$ a.u., against $9.38\times10^{-4}$ from the law. Up to $0.05$ hartree the sum is $2.7\%$ above the law, and the exponent inferred from the two sums is $1.96$. A deviation of this size is compatible with the box. Its wavevectors are $2\pi(n_j+\tfrac14)/L$ with integer $n_j$ and $L=93.57$~bohr, so pair energies lie on a ladder of spacing $(2\pi/L)^2/4=1.1\times10^{-3}$ hartree. Since the integrated strength grows as $W^3$, one rung at $0.05$ hartree changes it by about $3\times0.0011/0.05\simeq7\%$. Replacing every $|p_{cv}|^2$ by its mean $p^2/N$ leaves $1.7\%$ at $0.05$ hartree, which is the ladder error; the remainder is comparable to the sampling spread of $0.7\%$ for some $2\times10^4$ pairs. Because the states are drawn independently of the levels, this sum tests the counting of pairs and the prefactor, not the assumption of a constant element. Counting vertical pairs instead, in a box four times longer, gives an exponent of $0.501$, as the ordered limit requires.

\paragraph{Constant dipole element.} For a local potential, $[r,H]=ip$ implies $|p_{cv}|=\omega|r_{cv}|$ on resonance. If $|r_{cv}|^2$ is the constant quantity, $\sqrt{\alpha\omega}$ is proportional to $\omega(\omega-E_g)$ at fixed $n$. The fit uses 41 equally spaced points from $0.14$ to $0.18$ hartree. They are symmetric about $c_0=0.16$ hartree, with variance $v=(0.001)^2(41^2-1)/12=1.4\times10^{-4}$ hartree$^2$. Put $u=\omega-c_0$:
\begin{equation}
\omega(\omega-E_g)=c_0^2-E_gc_0+(2c_0-E_g)u+u^2 .
\end{equation}
A least-squares line replaces $u^2$ by its mean $v$, since $u^2$ is uncorrelated with $u$. The line vanishes at
\begin{equation}
c_0-\frac{c_0^2-E_gc_0+v}{2c_0-E_g}=\frac{c_0^2-v}{2c_0-E_g}
=\frac{0.0256-0.00014}{0.20}=0.1273\ \text{hartree}.
\end{equation}
The gap is too large by $0.0073$ hartree, or $0.20$~eV. In this case $\sqrt{\alpha/\omega}$ is the linear ordinate.

\paragraph{Dispersive index.} With a constant momentum element but varying $n$, $y=\sqrt{\alpha\omega}\propto Wn^{-1/2}$. Its tangent reaches zero a distance $y/y'$ below the point of contact, where
\begin{equation}
\frac{y}{y'}=\frac{W}{1-Wn'/(2n)}\simeq W+\frac{W^2n'}{2n}.
\end{equation}
A rising index therefore lowers the apparent gap by about $W^2n'/(2n)$. For a model index rising from $2.10$ to $2.18$ across the window, with $n=2.138$ and $n'=1.989$ per hartree at its centre, the estimate is $0.0016\times1.989/4.276=7.4\times10^{-4}$ hartree. The fitted shift is $-7.0\times10^{-4}$ hartree, or $-0.02$~eV; the estimate is first order in $n'$ and uses a tangent instead of a fit. Plotting $\sqrt{n\alpha\omega}$ removes this error. The index used here is imposed and is not tied to $\varepsilon_2$ by the Kramers--Kronig relation; the dispersion due to the model's own transitions, with bands cut off at one state per site and a constant background, gives a shift of only about $-0.006$~eV. An index that falls across the window reverses the sign.

In this example the choice between momentum and dipole elements matters ten times more than the dispersion of the index. Both shifts depend on the window: the dipole error is $0.03$~eV for a fit from $0.125$ to $0.14$ hartree and $0.35$~eV from $0.14$ to $0.22$ hartree, and the ratio moves from 19 to 7. A good straight line over a short window does not settle that choice: $\omega(\omega-E_g)$ departs from its fitted line by terms of order $u^2$, which are small when the window is narrow. The full numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
conduction mass, valence mass (electron masses): 0.5, 1.0
gap: 0.12 hartree = 3.265 eV
on-site momentum p: 0.5 a.u.; site volume: 200.0 bohr^3
constant refractive index: 2.0; speed of light: 137.036 a.u.
oscillator energy, density, damping: 0.3, 0.001, 0.05 a.u.
oscillator sum weight, golden rule: 0.019736 a.u.
oscillator sum weight, classical: 0.019739 a.u.
oscillator |p01|/(w|x01|): 1.00000
box: 4096 sites, edge 93.57 bohr
box levels up to 0.1 hartree: 431 cond., 1244 val.
mean |p_cv|^2 * V/(p^2 Omega): 0.9990
summed strength to 0.1 hartree: 9.36165e-04 a.u.
law for that strength: 9.37829e-04 a.u.
summed strength to 0.05 hartree: 1.20340e-04 a.u.
law for that strength: 1.17229e-04 a.u.
exponent of w^2 eps2, random phases: 1.960
exponent of w^2 eps2, vertical pairs: 0.501
integral of sqrt(t(1-t)) from 0 to 1: 0.392699
w = 0.14 hartree: joint DOS 2.8507e-07 a.u.
  eps2 = 0.05742, alpha = 2.9330e-05 1/bohr
  alpha = 5.5426e+03 1/cm
  sqrt(alpha*w) = 2.02638e-03 a.u.
w = 0.16 hartree: joint DOS 1.1403e-06 a.u.
  eps2 = 0.17584, alpha = 1.0266e-04 1/bohr
  alpha = 1.9399e+04 1/cm
  sqrt(alpha*w) = 4.05275e-03 a.u.
w = 0.18 hartree: joint DOS 2.5656e-06 a.u.
  eps2 = 0.31261, alpha = 2.0531e-04 1/bohr
  alpha = 3.8798e+04 1/cm
  sqrt(alpha*w) = 6.07913e-03 a.u.
largest relative error of alpha from fixed index: 7.6e-04
fit window: 0.14 to 0.18 hartree, 41 points
fitted slope: 0.101319 a.u.; squared: 1.026551e-02 a.u.
B from the law: 1.026551e-02 a.u.
fitted gap: 0.120000 hartree = 3.265 eV
window variance: 1.4000e-04 hartree^2
fitted gap, constant dipole: 0.127300 hartree
  error: 0.199 eV
index resonance: 0.4 hartree
dispersive index at window ends: 2.1021, 2.1821
index and its slope at center: 2.1381, 1.9886 1/hartree
fitted gap, dispersive index: 0.119297 hartree
  shift: -7.031e-04 hartree, estimate -7.440e-04
  shift: -0.0191 eV
\end{verbatim}
